# Heating by uncorrelated force noise in Verlet dynamics and the force threshold, part 1

(Sections cited here and not found follow in the second part.)

## First half: one degree of freedom

### A free particle with a noisy force

Take a particle of mass \(m\) on which no true force acts. It is moved by velocity Verlet with time step \(h\), but the force routine returns an error \(\eta_n\) at step \(n\) instead of zero. One step reads

\[
p_{n+1/2}=p_n+\tfrac h2\eta_n,\qquad x_{n+1}=x_n+\tfrac hm p_{n+1/2},\qquad p_{n+1}=p_{n+1/2}+\tfrac h2\eta_{n+1}.
\]

The force is evaluated once at each position. The value \(\eta_{n+1}\) that closes one step therefore also opens the next. After \(N\) steps each interior error has acted through two half-kicks, and the first and last through one:

\[
p_N=p_0+\tfrac h2\eta_0+h\sum_{n=1}^{N-1}\eta_n+\tfrac h2\eta_N .
\]

Let the errors have mean zero and variance \(\sigma^2\), and let them be uncorrelated with one another and with \(p_0\). The cross terms in \(\langle p_N^2\rangle\) vanish, and the squares give

\[
\langle p_N^2\rangle-\langle p_0^2\rangle=h^2\sigma^2\left(\tfrac14+N-1+\tfrac14\right)=h^2\sigma^2\left(N-\tfrac12\right).
\]

Division by \(2m\) gives the mean energy gain. The missing half-step is a constant offset, so each further step adds \(h^2\sigma^2/(2m)\). Division by the duration \(h\) of a step gives the heating rate

\[
\boxed{R=\frac{\sigma^2h}{2m}}
\]

The momentum performs a random walk: its mean square, and so the mean energy, grows linearly in time. At fixed \(\sigma\) the rate falls with \(h\), because more kicks per unit time, each smaller in proportion to \(h\), cancel one another better. This limit needs errors that stay uncorrelated however close together the steps are. In units, \(\sigma^2h/m\) is N\(^2\,\)s/kg, which is J/s.

The shared force value matters. If every half-kick had its own independent error, there would be \(2N\) kicks of variance \(h^2\sigma^2/4\). The energy gain would be \(Nh^2\sigma^2/(4m)\), which is half the rate above.

The zero mean matters too. A constant error \(b\) gives the free particle a momentum \(bt\) and an energy \(b^2t^2/(2m)\) from rest, which is not linear in time.

### The same kick in the presence of a force

Now let the true force be \(F(x)=-V'(x)\). In a first-principles calculation, "true" means the fully self-consistent force at the chosen level of theory; the deficiencies of that level are not part of \(\eta_n\). The routine returns \(F(x_n)+\eta_n\).

Two half-kicks meet at \(x_n\), with no displacement between them. Both add to the momentum at a fixed position, so their parts may be reordered. Let \(p_n^-\) be the momentum after the true closing half-kick but before any part of \(\eta_n\). The motion then consists of

\[
p_n^+=p_n^-+h\eta_n ,
\]

followed by one noise-free Verlet step from \((x_n,p_n^+)\) to \((x_{n+1},p_{n+1}^-)\). The momentum that a program records at step \(n\) lies halfway through the kick, \(p_n=p_n^-+h\eta_n/2\).

The kick leaves \(V(x_n)\) unchanged, so the energy changes by

\[
\Delta E_n=\frac{(p_n^-+h\eta_n)^2-(p_n^-)^2}{2m}
=\frac{h}{m}p_n^-\eta_n+\frac{h^2}{2m}\eta_n^2 .
\]

The first term is the work done along the existing motion, and it can have either sign. The second is positive. The assumption needed is that \(\eta_n\) has mean zero and variance \(\sigma^2\) given everything that happened before it. Since \(p_n^-\) belongs to that past, \(\langle p_n^-\eta_n\rangle=0\), and

\[
\langle\Delta E_n\rangle=\frac{h^2\sigma^2}{2m}.
\]

The size of \(p_n^-\) has dropped out, so a hot particle and a cold one gain the same mean energy per kick. What remains is to see what the noise-free step does to the energy between kicks.

### The harmonic oscillator

Let \(F=-kx\) and \(\omega^2=k/m\). A noise-free Verlet step gives

\[
x'=x+\frac hm\left(p-\frac{hk}{2}x\right)=cx+\frac hm p,\qquad c=1-\frac{\omega^2h^2}{2}.
\]

For the momentum, insert this \(x'\):

\[
p'=p-\frac{hk}{2}(x+x')
=\left(1-\frac{\omega^2h^2}{2}\right)p-\frac{hk}{2}\left(2-\frac{\omega^2h^2}{2}\right)x
=cp-hka\,x,
\]

with \(a=1-\omega^2h^2/4\). The ordinary energy is not conserved by this map, but

\[
I=\frac{p^2}{2m}+\frac12ka\,x^2
\]

is. In \(I(x',p')\) the cross terms are \(-chka\,xp/m\) from the first part and \(+chka\,xp/m\) from the second, so they cancel. The coefficients of \(p^2/(2m)\) and of \(\frac12kax^2\) are both multiplied by

\[
c^2+\omega^2h^2a=1-\omega^2h^2+\frac{\omega^4h^4}{4}+\omega^2h^2-\frac{\omega^4h^4}{4}=1 .
\]

For \(0<\omega h<2\), \(a\) is positive and \(I\) is a positive energy. Its kinetic part is \(p^2/(2m)\) with no correction, so a kick changes \(I\) by the \(\Delta E_n\) found above. The mean of \(I\) therefore grows by \(h^2\sigma^2/(2m)\) per full kick, exactly, at any stable step. The half-kicks at the two ends add \(h^2\sigma^2/(8m)\) each, so \(N\) steps give

\[
\langle I_N\rangle-\langle I_0\rangle=(N-1)\frac{h^2\sigma^2}{2m}+2\,\frac{h^2\sigma^2}{8m}=\left(N-\tfrac12\right)hR,
\]

as for the free particle.

### Where the energy goes

The response to one kick shows how the heat is divided. Set \(c=\cos\theta\), where \(\theta\) is the phase advance per step. The identity just proved gives \(\sin^2\theta=\omega^2h^2a\). On the column \((x,p)\) the step is the matrix

\[
M=\cos\theta\,\mathbf 1+J,\qquad
J=\begin{pmatrix}0&h/m\\-hka&0\end{pmatrix},\qquad
J^2=-\omega^2h^2a\,\mathbf 1=-\sin^2\theta\,\mathbf 1 .
\]

Thus \(J/\sin\theta\) squares to \(-\mathbf 1\) and acts as an imaginary unit, so \(M^l=\cos(l\theta)\,\mathbf 1+(J/\sin\theta)\sin(l\theta)\). A momentum kick \(s\) becomes, \(l\) steps later,

\[
p=s\cos l\theta,\qquad x=\frac{hs}{m\sin\theta}\sin l\theta .
\]

Over many periods \(\cos^2\) and \(\sin^2\) average to one half. Half of the heating appears as kinetic energy, at the rate \(R/2\). The other half is \(\frac12ka\,x^2\), so \(\langle x^2\rangle\) grows on average at \(R/(ka)\).

The ordinary energy is \(H=I+\frac12k(1-a)x^2=I+\frac18k\omega^2h^2x^2\). Its long-time slope is therefore

\[
\frac{d\langle H\rangle}{dt}=R\left[1+\frac{\omega^2h^2/8}{1-\omega^2h^2/4}\right].
\]

For a period of 20 steps, \(\omega h=2\sin(\theta/2)=0.3129\), and the bracket is \(1.0125\). The correction vanishes as \(\omega h\to0\) and diverges at the stability limit \(\omega h=2\).

The free particle keeps all its heat as kinetic energy, while the oscillator keeps half. The two agree at short times: for \(t\ll1/\omega\) every \(\cos^2l\theta\) is still close to one. The kinetic share falls to one half when the run covers many periods.

### Smooth anharmonic forces

For a general potential write \(A=F/m\) at the start of a noise-free step and \(A'\) at its end. From \(\Delta x=hv+\frac12h^2A\) and \(v'=v+\frac h2(A+A')\),

\[
\frac h2(v+v')=hv+\frac{h^2}{4}(A+A')=\Delta x+\frac{h^2}{4}(A'-A).
\]

The change in kinetic energy is \(\frac m2(v'-v)(v'+v)=\frac m2(A+A')\cdot\frac h2(v+v')\), hence

\[
\Delta T=\frac{F+F'}{2}\Delta x+\frac{mh^2}{8}\left(A'^2-A^2\right).
\]

The first term is the trapezoidal estimate of the work. It differs from \(-\Delta V\) by \(-V'''\Delta x^3/12\) at leading order, and \(\Delta x\approx hv\). Along the true motion, where \(\dot v=-V'/m\),

\[
\frac{d}{dt}\left(v^2V''\right)=v^3V'''-\frac{2vV'V''}{m}=v^3V'''-\frac1m\frac{d}{dt}V'^2 ,
\]

so \(v^3V'''\) is the time derivative of \(v^2V''+V'^2/m\). Collecting the terms in \(V'^2\), with \(-\frac18+\frac1{12}=-\frac1{24}\), the quantity

\[
\tilde H=H+h^2\left(\frac{p^2V''}{12m^2}-\frac{V'^2}{24m}\right)
\]

is conserved over a step up to terms of order \(h^4\) or higher. A kick raises its mean by

\[
\frac{h^2\sigma^2}{2}\frac{\partial^2\tilde H}{\partial p^2}=\frac{h^2\sigma^2}{2m}\left(1+\frac{h^2V''}{6m}\right).
\]

The remainder of order \(h^4\) per step is present without noise as well, so the heating is counted here as the excess of the mean energy over that of the noise-free run. Over a fixed time and for smooth forces, this heating is \(R\) with relative corrections of order \((\omega h)^2\), where \(\omega^2\) stands for the size of \(V''/m\). A force with jumps, for example from an abrupt cutoff, lies outside this argument.

### Noise with memory

Suppose that the errors are stationary and independent of the unperturbed motion, but correlated in time: \(\langle\eta_n\eta_{n-l}\rangle=C_l\), with \(C_0=\sigma^2\) and a convergent sum \(\sum|C_l|\). The linear term in \(\Delta E_n\) no longer averages to zero, because \(p_n^-\) contains earlier kicks. For the oscillator a kick \(h\eta_{n-l}\) contributes \(h\eta_{n-l}\cos l\theta\). Once the start has been forgotten,

\[
\langle p_n^-\eta_n\rangle=h\sum_{l\ge1}C_l\cos l\theta,\qquad
\frac{d\langle I\rangle}{dt}=\frac{h}{2m}\left[C_0+2\sum_{l\ge1}C_l\cos l\theta\right].
\]

The bracket is the power spectrum of the noise at the frequency of the mode. For \(C_l=\sigma^2\rho^l\) with \(|\rho|<1\), the geometric series gives

\[
\sum_{l\ge1}\rho^l\cos l\theta=\mathrm{Re}\,\frac{\rho e^{i\theta}}{1-\rho e^{i\theta}}=\frac{\rho\cos\theta-\rho^2}{1-2\rho\cos\theta+\rho^2},
\]

and the heating is \(gR\) with

\[
g=\frac{1-\rho^2}{1-2\rho\cos\theta+\rho^2}.
\]

At \(\rho=0\) this is one. A slow mode, \(\theta\to0\), has \(g\to(1+\rho)/(1-\rho)\), because successive kicks add before the motion reverses. At fixed \(\theta>0\), \(g\to0\) as \(\rho\to1\): a constant error displaces the oscillator but does not heat it steadily.

Memory also changes the dependence on the time step. If the errors persist for a physical time \(\tau\), then \(\rho=e^{-h/\tau}\). For small \(h\) the numerator of \(g\) is \(2h/\tau\) and the denominator is \(h^2(1/\tau^2+\omega^2)\), so

\[
gR\to\frac{\sigma^2}{m}\,\frac{\tau}{1+\omega^2\tau^2}.
\]

The factor \(h\) has gone. Shortening the step then no longer reduces the heating.

## Second half: many atoms and the threshold

### Symbols and results carried over

The time step is \(h\), and \(\eta\) is the force error in one Cartesian component, with mean zero and variance \(\sigma^2\). One error acts through both half-kicks that meet at a position, as a momentum kick \(h\eta\). If it is uncorrelated with the past, a degree of freedom of mass \(m\) gains energy at the mean rate \(R=\sigma^2h/(2m)\). For a harmonic mode this is exact for the invariant \(I\) of the noise-free Verlet map; for the ordinary energy and smooth forces there are relative corrections of order \((\omega h)^2\). Noise whose correlation falls by a factor \(\rho\) per step heats a harmonic mode of phase advance \(\theta\) at \(gR\), with \(g=(1-\rho^2)/(1-2\rho\cos\theta+\rho^2)\).

### Adding the degrees of freedom

Let component \(i\) have mass \(m_i\) and error variance \(\sigma_i^2\). All components are kicked at fixed positions, so the total energy changes by

\[
\Delta E=\sum_i\left(\frac{h}{m_i} p_i^-\eta_i+\frac{h^2}{2m_i}\eta_i^2\right).
\]

Each linear term averages to zero as before, and

\[
\frac{d\langle E\rangle}{dt}=\frac h2\sum_i\frac{\sigma_i^2}{m_i}.
\]

No product \(\eta_i\eta_j\) with \(i\ne j\) occurs, because the kinetic energy is a sum of squares of Cartesian momenta. Errors on different atoms may thus be correlated at the same step, as they will be when they come from one faulty electron density, without changing the mean heating, so long as they are uncorrelated from step to step.

An anharmonic example shows the sum at work. Four particles of mass 1, 2, 4 and 8 form a chain between fixed walls, with energy \(d^2/2+d^4/16\) for each spring stretched by \(d\). With \(h=0.05\) and \(\sigma=0.1\), all in model units, \(\sum1/m_i=1.875\), and 400 steps count as \(399.5\) full kicks:

\[
399.5\times\frac{0.05^2\times0.1^2}{2}\times1.875=0.00936 .
\]

A simulation from 12,000 random initial states, in which the errors on any two particles had a correlation of one half, gave a mean gain of \(0.00939\) with a standard error of \(0.00005\). Each state was run with a noise sequence, with its negative and without noise. Averaging the first two runs and subtracting the third removes the part of the energy change that is linear in the noise, and with it most of the scatter.

Force errors that have zero mean whatever came before heat each component at the mean rate \(\sigma^2h/(2m)\), exactly for the harmonic invariant and with small corrections for smooth forces, and these rates add over all components. It remains to turn this rate into a force threshold for a tolerated drift, to find how long the drift stays hidden in random scatter, and to see how SCF errors depart from white noise.
